# What a polar slab can and cannot say about surface energies

## The form fixed by size and symmetry

Let a crystal body of linear size \(L\) be bounded by flat faces \(f\) with areas \(A_f\) and outward unit normals \(\mathbf n_f\). If its energy is built from local contributions, the part left after subtracting the bulk can contain only terms that scale as \(L^2\) (faces), \(L\) (edges) and \(L^0\) (corners):

\[
\Omega=\sum_f A_f\,\gamma(\mathbf n_f)+O(L).
\]

A slab has two large faces, with normals \(\mathbf n\) and \(-\mathbf n\), and their areas are equal whatever the thickness. Its energy therefore contains the combination \(\gamma(\mathbf n)+\gamma(-\mathbf n)\) and no other. If a symmetry operation of the crystal carries one face into the other, the two terms are equal and each is half the sum. If the faces are inequivalent, halving has no justification.

Bodies of other shapes weight the faces differently, but they are closed, and for a closed surface \(\sum_f A_f\mathbf n_f=0\). The replacement

\[
\gamma(\mathbf n)\to\gamma(\mathbf n)+\mathbf c\cdot\mathbf n
\]

thus changes no closed body. Whether another geometry can separate the two faces depends on whether the crystal symmetry permits a vector \(\mathbf c\) with \(\mathbf c\cdot\mathbf n\neq0\). Zincblende permits no nonzero \(\mathbf c\); a crystal with a unique polar axis permits one along that axis.

## A zincblende slab

The claim to be refuted is that the total energy of a slab with an A face and a B face gives the energy of each face. The counter-example is a model crystal AB. Atoms A sit at \(\mathbf R=i\mathbf a_1+j\mathbf a_2+k\mathbf a_3\) on a face-centred cubic lattice, and atoms B at \(\mathbf R+(\mathbf a_1+\mathbf a_2+\mathbf a_3)/4\). Each B is bonded to the A atoms at \(\mathbf R\), \(\mathbf R+\mathbf a_1\), \(\mathbf R+\mathbf a_2\) and \(\mathbf R+\mathbf a_3\).

Every atom has one orbital, with energy \(+0.15\) hartree on A and \(-0.15\) hartree on B. The hopping is \(-0.05\) hartree along A–B bonds, \(0.002\) between neighbouring A atoms and \(-0.006\) between neighbouring B atoms. B brings two electrons and A none. In every body considered, the number of levels below the gap equals the number of B atoms, so filling them leaves the body neutral. The energy \(E\) is the sum of the filled levels, counted twice for spin. Coulomb interaction, ionic repulsion and relaxation are left out, so the numbers illustrate the argument and describe no particular material.

The atoms are exchanged with reservoirs in equilibrium with the bulk, which requires

\[
\mu_A+\mu_B=g,\qquad g=-0.355267\ \text{hartree},
\]

where \(g\) is the bulk energy per AB pair. One chemical potential, \(\mu_A\), remains free. The excess energy of any body is

\[
\Omega=E-\mu_AN_A-(g-\mu_A)N_B .
\]

I write \(\sigma\) for the surface energy per 1×1 surface cell, so that \(\gamma=\sigma/a\) with \(a\) the cell area.

Cut the crystal normal to [111] through the planes crossed by one bond per cell. The slab then consists of \(N\) complete AB bilayers, with A atoms missing one bond on one side and B atoms missing one bond on the other. Per cell \(N_A=N_B=N\), hence

\[
\Omega_{\rm slab}=E-\mu_AN-(g-\mu_A)N=E-Ng=\sigma_A+\sigma_B .
\]

The chemical potential has cancelled. For \(N=12\),

\[
\sigma_A+\sigma_B=-4.25107+12(0.355267)=0.01213\ \text{hartree},
\]

and a slab one bilayer thinner gives the same value. Thickness convergence confirms the sum; it carries no information about the split. Half of the sum is \(0.00607\) hartree.

A slab with equivalent faces would settle the matter, but none can be cut along this direction. No operation of the zincblende point group reverses [111]. A slab that ends in A atoms on both sides has one face where A misses one bond and another where A misses three.

## A body with one kind of face

Take the A atoms with \(i,j,k\ge0\) and \(i+j+k\le n-1\), and every B atom whose four A neighbours are all present. This is a regular tetrahedron. Away from its edges, the surface atoms are A atoms that miss one bond, so all four faces are copies of the A face of the slab. The numbers of atoms are

\[
N_A=T_n,\qquad N_B=T_{n-1},\qquad T_n=\frac{n(n+1)(n+2)}6 .
\]

If \(d\) is the A–A distance, each face is a triangle of side \((n-1)d\) and area \(\tfrac{\sqrt3}{4}(n-1)^2d^2\). A surface cell has area \(\tfrac{\sqrt3}{2}d^2\), so a face holds \((n-1)^2/2\) cells. The difference between this and \(n^2/2\) is linear in \(n\) and joins the edge term. With \(e\) and \(h\) independent of \(n\),

\[
\Omega_n=4\,\frac{n^2}{2}\,\sigma_A+e\,n+h=2\sigma_An^2+e\,n+h .
\]

The second difference removes edges and corners:

\[
\Omega_{n+1}-2\Omega_n+\Omega_{n-1}
=2\sigma_A\left[(n+1)^2-2n^2+(n-1)^2\right]=4\sigma_A .
\]

This form is tested: the second differences from two successive sets of sizes agree within \(10^{-6}\) hartree, so no cubic term is left. The largest tetrahedron has \(n=13\), with 455 A and 364 B atoms.

The dependence on \(\mu_A\) follows from the composition. Collecting terms,

\[
\Omega_n=E_n-g\,T_{n-1}-\mu_A(T_n-T_{n-1}),
\]

\[
T_n-T_{n-1}=\frac{n(n+1)}6\left[(n+2)-(n-1)\right]=\frac{n(n+1)}2 .
\]

The second difference of \(n(n+1)/2\) is 1. Dividing by four,

\[
\sigma_A(\mu_A)=\sigma_A(0)-\frac{\mu_A}{4}.
\]

The A face carries an excess of one quarter of an A atom per cell. Exchanging the two species gives a tetrahedron with four B faces, for which \(N_B=T_n\) and \(N_A=T_{n-1}\). Then \(\Omega_n=E_n-gT_n+\mu_A(T_n-T_{n-1})\), and

\[
\sigma_B(\mu_A)=\sigma_B(0)+\frac{\mu_A}{4}.
\]

The diagonalized tetrahedra give \(\sigma_A(0)=-0.00106\) and \(\sigma_B(0)=0.01320\) hartree. At two chemical potentials:

- At \(\mu_A=-0.04\) hartree, \(\sigma_A=-0.00106+0.01000=0.00894\) and \(\sigma_B=0.01320-0.01000=0.00320\) hartree.
- At \(\mu_A=-0.02\) hartree, \(\sigma_A=0.00394\) and \(\sigma_B=0.00820\) hartree.

Both pairs add up to the slab value \(0.01213\) hartree, although the tetrahedra and the slab are separate calculations. This refutes the claim: one slab energy belongs to both pairs, and even the order of the two faces is reversed between them.

Halving gives \(0.00607\) hartree in each case. Relative to the true \(\sigma_A\), this is 32% too low at \(\mu_A=-0.04\) and 54% too high at \(\mu_A=-0.02\). It is right where \(\sigma_A=\sigma_B\), that is, at

\[
\mu_A=2[\sigma_A(0)-\sigma_B(0)]=-0.0285\ \text{hartree}.
\]

With a chosen A–A distance of 7.5 bohr, the values at \(\mu_A=-0.04\) hartree are \(0.29\) J/m² for A and \(0.10\) J/m² for B, with sum \(0.39\) J/m².

The negative \(\sigma_A(0)\) needs a comment. In this model the elements have no cohesion, and the formation energy of \(-0.0553\) hartree per pair bounds the window \(-0.0553<\mu_A<0\). The two straight lines are both positive for \(-0.0528<\mu_A<-0.0043\) hartree. Outside this interval a large tetrahedron with the favoured face has \(\Omega<0\), so the model crystal would gain energy by breaking up into such bodies. Both chemical potentials used above lie inside it.

## Does the separation carry over to another shape?

A surface energy is useful if it predicts bodies that were not used to obtain it. Take a tetrahedron of side \(3m\), in units of \(d\), and cut off its four corners so that each cut exposes a B face of side \(m\). To leading order, each A face keeps

\[
\frac{(3m)^2-3m^2}{2}=3m^2
\]

cells, and each B face has \(m^2/2\). Therefore

\[
\Omega=4(3m^2)\sigma_A+4\,\frac{m^2}{2}\,\sigma_B+O(m)
=(12\sigma_A+2\sigma_B)m^2+O(m),
\]

and the second difference in \(m\) is \(24\sigma_A+4\sigma_B\). At \(\mu_A=-0.04\) hartree the prediction is \(0.2273\) hartree, and direct diagonalization of the truncated bodies gives the same. Using half the slab sum for every face would give \(28(0.00607)=0.170\) hartree, which is 25% too low.

## Can the slab be divided internally?

One may try to assign an energy to each atom and add up the atoms near each face. With Hamiltonian matrix \(H\) and density matrix \(\rho\), the energy is \(E=\sum_{ij}H_{ij}\rho_{ji}\), but the off-diagonal terms belong to pairs of atoms. Sharing them equally and cutting the slab between its middle bilayers gives excesses of \(0.0060\) hartree on the A side and \(0.0062\) on the B side. Giving all A–B bond energy to the B atoms yields \(-0.0065\) and \(0.0186\) hartree. Both rules reproduce the total.

The difference can be traced to one bond. All other A–B bonds lie wholly within one half, so the sharing rule does not matter for them. The bond that crosses the middle has its B end in the A half. The second rule moves half of its energy there, which changes the A side by \(-0.0125\) hartree. Neither excess is yet a surface energy, because each half of the slab holds equal numbers of A and B atoms, while the A face carries a quarter of an A atom in excess.

The missing term follows from the tetrahedron. Let \(s_A\) be the excess on the A side of the slab, and \(e_A\) the energy that the sharing rule assigns to an A atom deep in the crystal. A deep B atom then has \(g-e_A\). If the rule treats the four bonds of an atom alike, all four faces of the tetrahedron have the same \(s_A\), and

\[
\Omega_n=2n^2s_A+(e_A-\mu_A)(N_A-N_B)+O(n),\qquad N_A-N_B=\frac{n(n+1)}2 .
\]

Comparison with \(2\sigma_An^2\) gives

\[
\sigma_A=s_A+\frac{e_A-\mu_A}{4}.
\]

The sharing rule now drops out. The second rule changes \(s_A\) by half a bond energy, \(-0.0125\) hartree. It also takes half a bond energy away from each of the four bonds of a deep A atom, which changes \(e_A/4\) by \(+0.0125\) hartree. A slab can thus be divided, but only with information that its total energy does not contain: the site energies and the factor \(\tfrac14\), which rests on the equivalence of the four bond directions.

## What slabs determine without further input

Let two slabs share the same lower face and differ in the upper one. If both are thick enough for the faces to be independent, then

\[
\Omega'_{\rm slab}-\Omega_{\rm slab}=(\sigma_A'+\sigma_B)-(\sigma_A+\sigma_B)=\sigma_A'-\sigma_A .
\]

The unknown \(\sigma_B\) cancels. Any change in the numbers of atoms is already paid for in \(\Omega\). As an example, the orbital energy of the outermost A atoms is raised by \(0.10\) hartree, as a crude stand-in for a chemical treatment of that face. The slabs give \(\sigma_A'-\sigma_A=0.0089\) hartree, and tetrahedra with all four faces treated give the same change.

Slabs therefore suffice to rank different reconstructions or coverages of one face at given chemical potentials. The total energies of such flat slabs alone do not suffice to compare the A face with the B face. A corrugated slab counts as another geometry: an (001) slab whose upper side is cut into ridges of A facets contains \(\sigma_A\) together with the energy of the flat (001) face below, and the latter follows from a slab with equivalent faces. Once \(\sigma_B\) is known from another geometry, every slab with that lower face yields an absolute \(\sigma\) for its upper face.

## The general statement

Assume that the excess energy of large bodies has the form of faces plus edges plus corners. Then:

1. A slab determines \(\gamma(\mathbf n)+\gamma(-\mathbf n)\).
2. The energies of all closed bodies together determine \(\gamma\) up to a term \(\mathbf c\cdot\mathbf n\), and no further ambiguity exists.
3. If symmetry-equivalent faces are assigned equal energies, \(\mathbf c\) must be left unchanged by every operation of the crystal's point group. The individual energies are fixed if no such nonzero vector exists.

**Proof that the term is invisible.** For a constant vector \(\mathbf c\), the divergence theorem gives

\[
\sum_fA_f\,\mathbf c\cdot\mathbf n_f=\oint\mathbf c\cdot\mathbf n\,dA=\int\nabla\cdot\mathbf c\,dV=0 .
\]

**Proof that nothing else is invisible.** Let \(\gamma\) and \(\gamma'\) give equal face terms for every closed body, and let \(u=\gamma'-\gamma\). Then \(\sum_fA_fu(\mathbf n_f)=0\) for every closed body. Choose a tetrahedron with normals \(\mathbf t_0,\dots,\mathbf t_3\). The vectors \(\mathbf t_1,\mathbf t_2,\mathbf t_3\) are linearly independent, so the three equations \(\mathbf c\cdot\mathbf t_i=u(\mathbf t_i)\) have one solution \(\mathbf c\). Define \(v(\mathbf n)=u(\mathbf n)-\mathbf c\cdot\mathbf n\). By the first part, \(v\) also sums to zero over every closed body. It vanishes on three faces of the tetrahedron, hence on the fourth. Now cut the tetrahedron by a plane and keep the part for which the plane's outward normal is \(\mathbf n\). The new body is closed, and its faces have normals \(\mathbf n\) and some of the \(\mathbf t_i\). Since \(v(\mathbf t_i)=0\), the sum reduces to \(A\,v(\mathbf n)=0\), so \(v(\mathbf n)=0\). As \(\mathbf n\) was arbitrary, \(u(\mathbf n)=\mathbf c\cdot\mathbf n\).

**The role of symmetry.** Let \(S\) be an operation of the point group. If \(\gamma\) and \(\gamma'\) both respect it, then \(\mathbf c\cdot S\mathbf n=\mathbf c\cdot\mathbf n\) for all \(\mathbf n\), which means \(S^{-1}\mathbf c=\mathbf c\). Zincblende has twofold axes along \(x\), \(y\) and \(z\). The first sends \((c_x,c_y,c_z)\) to \((c_x,-c_y,-c_z)\) and forces \(c_y=c_z=0\); the second forces \(c_x=0\). Hence \(\mathbf c=0\), and the tetrahedron could succeed. In a class with a single polar axis, such as that of wurtzite, a vector along the axis survives. Faces parallel to the axis have \(\mathbf c\cdot\mathbf n=0\) and keep definite energies; the others do not.

## When no closed body helps

The second case is the same crystal with the hopping along the [111] bonds changed to \(-0.08\) hartree. The axis [111] is now a unique polar axis. A tetrahedron has one axial face (index 0) and three inclined ones (index 1), each with \(n^2/2\) cells to leading order. Its second difference is \(D_A=\sigma_{A0}+3\sigma_{A1}\), and similarly for B. With two slabs, there are four equations:

\[
\sigma_{A0}+3\sigma_{A1}=D_A,\qquad \sigma_{B0}+3\sigma_{B1}=D_B,
\]

\[
\sigma_{A0}+\sigma_{B0}=S_0,\qquad \sigma_{A1}+\sigma_{B1}=S_1 .
\]

Set \(\sigma_{A0}=x\). The first, third and fourth equations give

\[
\sigma_{A1}=\frac{D_A-x}{3},\qquad \sigma_{B0}=S_0-x,\qquad \sigma_{B1}=S_1-\frac{D_A-x}{3}.
\]

Inserted in the second, they yield

\[
S_0-x+3S_1-D_A+x=S_0+3S_1-D_A=D_B .
\]

The unknown \(x\) has dropped out. What remains is a consistency condition, and the calculation satisfies it: at \(\mu_A=-0.04\) hartree, \(D_A+D_B=0.0342+0.0309=0.0651\) and \(S_0+3S_1=0.0319+3(0.01106)=0.0651\) hartree.

The choice \(x=0.016\) gives \((\sigma_{A0},\sigma_{A1},\sigma_{B0},\sigma_{B1})=(0.0160,0.0061,0.0159,0.0050)\) hartree, while \(x=0.010\) gives \((0.0100,0.0081,0.0219,0.0030)\). Both choices reproduce all four calculated combinations. The changes are in the ratio \(1:-\tfrac13:-1:\tfrac13\), which are the projections of the four normals on the axis, as \(\mathbf c\cdot\mathbf n\) requires.

The equilibrium shape does not decide between them either. It is the set of points with \(\mathbf r\cdot\mathbf n\le\lambda\gamma(\mathbf n)\) for all \(\mathbf n\), where \(\lambda\) sets the size. Adding \(\mathbf c\cdot\mathbf n\) to \(\gamma\) turns the condition into \((\mathbf r-\lambda\mathbf c)\cdot\mathbf n\le\lambda\gamma(\mathbf n)\), which is the same shape displaced. A quoted energy for one polar face of such a crystal therefore rests on a convention, and the same convention must be used for all its faces.

## Conditions on real polar slabs

The expansion in faces, edges and corners fails if a macroscopic electric field runs through the body. In the cubic model the slab dipole does not grow with thickness, so its charges would produce no such field. This is a property of the model's filling, with both electrons in one band centred on B; the ideal 1×1 (111) faces of real III–V and II–VI zincblende crystals have fractionally filled dangling bonds and are not neutral and insulating in this way. In the axial model the dipole per surface cell, measured along the direction from the A face to the B face, changes by \(-0.044\) (elementary charge times bilayer spacing) with each added bilayer. With Coulomb interaction included, field energy would then accumulate with thickness, and \(E-Ng\) would not settle until surface charge compensated the field.

Compensation must also be the same in all geometries that are combined. If the field in a slab is compensated by electrons that move from one face to the other, its A face is not the A face of a tetrahedron, which has no B face to exchange electrons with. The sum rule between slab and tetrahedra then need not hold. Each face should be neutral and insulating by itself, for instance through a suitable reconstruction, before the energies are compared. Gapless faces may couple over longer distances, and larger bodies may then be needed. Elastic relaxation, absent from the model, generally adds an edge term of order \(L\ln L\); the second difference then approaches \(4\sigma_A\) only as \(1/n\). The numerical output below gives the values to more digits.

## Computed results

```
on-site energy A: 0.150 hartree
on-site energy B: -0.150 hartree
A-B hopping: -0.050 hartree
A-A hopping: 0.002 hartree
B-B hopping: -0.006 hartree
bulk energy per pair g: -0.355267 hartree
formation energy per pair: -0.055267 hartree
slab thickness: 12 bilayers
slab energy per cell: -4.251072 hartree
slab sum sigma_A+sigma_B: 0.012133 hartree
same sum, one bilayer fewer: 0.012133 hartree
half of the slab sum: 0.006067 hartree
cubic slab dipole growth per bilayer below 1e-6: True
largest A tetrahedron, atoms A and B: 455 364
sigma_A at mu_A=0: -0.001063 hartree
sigma_B at mu_A=0: 0.013196 hartree
excess A atoms per cell of A face: 0.250 atoms
sigma_A at mu_A=-0.04: 0.008937 hartree
sigma_B at mu_A=-0.04: 0.003196 hartree
halving error for A at mu_A=-0.04: -0.002870 hartree
sigma_A at mu_A=-0.02: 0.003937 hartree
sigma_B at mu_A=-0.02: 0.008196 hartree
halving error for A at mu_A=-0.02: 0.002130 hartree
mu_A where halving is right: -0.028520 hartree
cell area: 48.714 bohr^2
sigma_A at mu_A=-0.04: 0.2856 J/m^2
sigma_B at mu_A=-0.04: 0.1022 J/m^2
slab sum: 0.3878 J/m^2
truncated body, second difference found: 0.227266 hartree
truncated body, predicted: 0.227266 hartree
truncated body, predicted by halving: 0.169864 hartree
A side, bond energy shared equally: 0.005975 hartree
B side, bond energy shared equally: 0.006158 hartree
A side, bond energy all to B: -0.006478 hartree
B side, bond energy all to B: 0.018611 hartree
on-site shift of treated A face: 0.100 hartree
change of sigma_A from slabs: 0.008916 hartree
change of sigma_A from tetrahedra: 0.008916 hartree
axial A-B hopping in polar crystal: -0.080 hartree
polar crystal, g: -0.374578 hartree
polar crystal, axial slab sum S0: 0.031892 hartree
polar crystal, inclined slab sum S1: 0.011057 hartree
polar crystal, D_A at mu_A=-0.04: 0.034188 hartree
polar crystal, D_B at mu_A=-0.04: 0.030875 hartree
D_A+D_B: 0.065063 hartree
S0+3*S1: 0.065063 hartree
polar slab dipole growth per bilayer: -0.04419 e x spacing
rank, cubic (2 unknowns): 2
rank, polar (4 unknowns): 3
invariant vectors, cubic and polar: 0 1
```
